# Selectivity needed to clear a nonuniform oxide film on silicon

## Problem

A fluorocarbon plasma etches contact openings through an oxide film down to silicon. The film has nominal thickness $h=500$ nm, and the nominal oxide etch rate is $v=500$ nm/min. Neither is uniform over the wafer:

- the local thickness is $a\,h$, with $a$ between $1-\delta$ and $1+\delta$, where $\delta=0.05$;
- the local oxide rate is $b\,v$, with $b$ between $1-\varphi$ and $1+\varphi$, where $\varphi=0.05$.

The 5 percent figures are thus half-ranges, not full ranges or standard deviations. The etch runs until the last site on the wafer has cleared and then continues for a further fraction $\Delta=0.10$ of the time already elapsed. This extra time is the overetch. Nowhere may more than $W=5$ nm of silicon be lost.

The selectivity $S$ is the oxide etch rate divided by the silicon etch rate at the same site. Take it to be the same at all sites and constant in time. A site that etches oxide 5 percent faster than nominal then also etches silicon 5 percent faster.

(a) Find the total etch time in the worst case, and the longest time for which any silicon is exposed.

(b) Derive the smallest selectivity that keeps the silicon loss within $W$ on every wafer inside the tolerances, and show that it is about 33.

(c) How much of this demand comes from the deliberate overetch, and how much from the nonuniformity?

## Hints

**Hint 1.** Two different sites matter. One decides how long the etch must run; the other suffers most from that duration. Ask of each whether its oxide is thick or thin and its rate fast or slow.

**Hint 2.** Write the silicon loss at a general site as silicon rate times exposure time. Hold the total time fixed and see how the loss changes with $a$ and with $b$.

**Hint 3.** The fast site enters twice: it clears early, and it then etches silicon quickly.

**Hint 4.** For part (c), expand the result in the small fractions $\delta$, $\varphi$ and $\Delta$, and also set some of them to zero.

## Solution

### (a) The times

A site with oxide thickness $a h$ and oxide rate $b v$ clears after

$$t_c=\frac{a h}{b v}=\frac{a}{b}\,t_0,\qquad t_0=\frac{h}{v}=\frac{500\ \text{nm}}{500\ \text{nm/min}}=60\ \text{s}.$$

This time is longest where $a$ is largest and $b$ smallest, that is, where the thickest oxide meets the slowest rate:

$$t_{\text{last}}=\frac{1+\delta}{1-\varphi}\,t_0=\frac{1.05}{0.95}\times 60\ \text{s}=66.32\ \text{s}.$$

It is shortest where the thinnest oxide meets the fastest rate:

$$t_{\text{first}}=\frac{1-\delta}{1+\varphi}\,t_0=\frac{0.95}{1.05}\times 60\ \text{s}=54.29\ \text{s}.$$

The overetch is counted from the last clearing, so the total time is

$$t=(1+\Delta)\,t_{\text{last}}=1.10\times 66.32\ \text{s}=72.95\ \text{s}.$$

The silicon that is uncovered first is exposed for

$$T=t-t_{\text{first}}=72.95\ \text{s}-54.29\ \text{s}=18.66\ \text{s}.$$

The deliberate overetch lasts only $72.95-66.32=6.63$ s. The other 12.03 s pass while the early site waits for the late one.

### (b) The required selectivity

At a general site the silicon rate is $b v/S$, and the silicon is exposed for $t-t_c$. The loss is therefore

$$\ell(a,b)=\frac{b v}{S}\left(t-\frac{a h}{b v}\right)=\frac{b v t-a h}{S}.$$

In the second form the numerator is the thickness of oxide that the site could have etched in the whole time, minus the thickness it had. It may be called the oxide-equivalent overetch. Division by $S$ turns it into silicon.

For a fixed total time $t$, the loss grows with $b$ and falls with $a$. The worst site therefore has $b=1+\varphi$ and $a=1-\delta$, which is also the site that clears first. The loss grows with $t$ as well, and within the tolerances $t$ cannot exceed $(1+\Delta)(1+\delta)t_0/(1-\varphi)$. Using all three extreme values gives an upper bound for every allowed wafer:

$$\ell\le\frac{1}{S}\left[(1+\varphi)\,v\,\frac{(1+\Delta)(1+\delta)}{1-\varphi}\,\frac{h}{v}-(1-\delta)h\right].$$

The rate $v$ cancels in the first term, and $h$ is a common factor:

$$\ell\le\frac{h}{S}\left[\frac{(1+\varphi)(1+\delta)(1+\Delta)}{1-\varphi}-(1-\delta)\right].$$

The bound is reached by a wafer that contains both extreme sites, so it cannot be lowered without further knowledge of the wafer. Requiring the right-hand side to be at most $W$ and solving for $S$ gives

$$S\ge S_{\text{req}}=\frac{h}{W}\left[\frac{(1+\varphi)(1+\delta)(1+\Delta)}{1-\varphi}-(1-\delta)\right].$$

With the given numbers,

$$\frac{1.05\times1.05\times1.10}{0.95}-0.95=1.2766-0.95=0.3266,$$

$$S_{\text{req}}=\frac{500}{5}\times0.3266=32.66\approx 33.$$

The times of part (a) give the same answer. The fast site etches oxide at $1.05\times500=525$ nm/min, or 8.75 nm/s. In 18.66 s it would remove 163.3 nm of oxide. Only 5 nm of silicon may go in that time, and $163.3/5=32.66$. The silicon rate at this site must not exceed 16.1 nm/min.

Rounding matters here. At $S=33$ the worst loss is 4.95 nm, within the limit. At $S=30$ it is 5.44 nm, which exceeds the limit by about 9 percent of the allowed loss.

The result was also tested without the formula. Oxide and then silicon were removed in time steps of 0.01 s on a grid of 25 sites, covering five thicknesses and five rates, and $S$ was varied until the largest loss was 5 nm. This gave 32.66 at the nominal rate and 32.65 when all rates were multiplied by 0.7. The small difference lies within the error of the time steps. The rate enters the stepped etch only through the thickness removed per step, so the slower run is the same etch with finer steps; the cancellation of $v$ itself follows from the algebra above. A slower plasma at the same selectivity lengthens the exposure but reduces the silicon rate in the same proportion.

### (c) Where the demand comes from

Expand the bracket to second order in the small fractions. From $1/(1-\varphi)=1+\varphi+\varphi^2+\dots$ it follows that

$$\frac{1+\varphi}{1-\varphi}=1+2\varphi+2\varphi^2+\dots$$

The other two factors give $(1+\delta)(1+\Delta)=1+\delta+\Delta+\delta\Delta$. Multiplying, and keeping terms up to second order,

$$\frac{(1+\varphi)(1+\delta)(1+\Delta)}{1-\varphi}\approx1+2\varphi+\delta+\Delta+2\varphi^2+2\varphi\delta+2\varphi\Delta+\delta\Delta.$$

Subtracting $1-\delta$ removes the 1 and adds a second $\delta$:

$$\frac{W}{h}S_{\text{req}}\approx 2\delta+2\varphi+\Delta+\left(2\varphi^2+2\varphi\delta+2\varphi\Delta+\delta\Delta\right).$$

The first-order part is $0.10+0.10+0.10=0.30$, so $S\approx30$. Each factor 2 arises because the late site and the early site deviate from nominal in opposite directions. At this order thickness, rate and overetch contribute equally. The second-order part is $0.005+0.005+0.010+0.005=0.025$, which raises the estimate to 32.5. Higher orders supply the remaining 0.16.

The full formula allows a direct comparison:

- With $\delta=\varphi=0$ it reduces to $S_{\text{req}}=h\Delta/W=10$. A perfectly uniform wafer needs selectivity only for the deliberate overetch.
- With $\Delta=0$ and the nonuniformities kept, it gives 21.05. Even an etch stopped at the moment of last clearing needs about two thirds of the full selectivity.

The two parts add up to 31.05, not 32.66. The missing 1.61 arises because the overetch is 10 percent of a lengthened time and acts at a site that etches faster than nominal.

Removing both nonuniformities therefore saves about twice as much as removing the overetch (22.66 against 11.61). Either one alone is worth about the same as the overetch: the formula gives 21.58 for $\delta=0$, 20.50 for $\varphi=0$ and 21.05 for $\Delta=0$. The formula also shows the price of a tighter silicon limit: $S_{\text{req}}$ is proportional to $h/W$, so halving $W$ doubles the demand, and no finite selectivity permits zero loss.

### What the number depends on

The phrase "10 percent overetch" can be read in other ways, and the silicon rate need not follow the oxide rate. In each case below, everything not mentioned is kept as before.

*Uniform silicon rate.* Suppose silicon etches at the same rate everywhere, and $S$ is the nominal oxide rate divided by that rate. The factor $1+\varphi$ for the silicon rate at the early site disappears, and $S=vT/W=31.10$.

*Overetch as a fraction of the nominal time.* If $0.10\,t_0=6$ s is added after the last clearing, the total time is 72.32 s and the requirement is 31.55.

*Total time of 1.1 nominal times.* The etch then stops at 66 s. The requirement falls to 20.50, but the thick, slow site clears only at 66.32 s. It started with 525 nm and has lost $0.95\times550=522.5$ nm, so 2.5 nm of oxide remains and the contact there is not open. The lower selectivity has been bought by failing the task.

The worst case also assumes that both extreme sites occur on one wafer. To see how much this matters, 20,000 model wafers were drawn, each with 49 sites whose $a$ and $b$ were independent and evenly distributed over their ranges. The median requirement was 28.6 and the largest 32.5, below the bound as it must be. The median depends strongly on the number of independent sites: it is about 23 with 9 sites and about 31 with 400. Real maps also vary smoothly over the wafer, so these figures illustrate the bound and do not predict a yield. If one fixed time of 72.95 s is used for a whole batch, the two extreme sites need not even share a wafer: the late site on one wafer sets the time, and the early site on another suffers the loss.

### Beside a real contact etch

In fluorocarbon plasmas the selectivity comes largely from a carbon-rich film on the surface. Oxygen released from the etched oxide helps to remove the film there, while on silicon it grows thicker and slows the etch. An oxide rate of 500 nm/min is a rough typical value, and a selectivity of a few tens is a realistic aim for such a process. The idealized budget omits several effects. The following estimates use rough inputs and are applied one at a time.

- In narrow holes the etch is often slower than in open areas. If the late site lies in such a hole and is slowed by a further 10 percent, its relative rate is $0.95\times0.90=0.855$, and the requirement rises to 46.8. This assumes that the early site is not slowed. A slowing common to all sites acts like a change of $v$ and leaves the requirement at 32.66.
- Exposed silicon may oxidize afterwards. Each SiO$_2$ unit takes up one silicon atom, so the thickness of silicon consumed per thickness of oxide grown is the number of silicon atoms per volume in the oxide divided by that in silicon. This number is proportional to density over molar mass. With the densities (in g/cm³) and molar masses (in g/mol) used in the program, the ratio is $(2.20/60.08)/(2.33/28.09)=0.44$. Growing 2 nm of oxide therefore consumes 0.88 nm of silicon. If it counts against the 5 nm, 4.12 nm remains for the etch, and the requirement is 39.7. An oxide density of 2.27 g/cm³ in place of 2.20 would give a ratio of 0.46 and a requirement of 39.9.
- If the selectivity at the worst site is 10 percent below the value quoted for the wafer, the quoted value must be $32.66/0.90=36.3$.

Each of these, applied as stated, raises the demand, so 33 covers the idealized worst case and leaves no margin for such effects.

## Variation 1: a rate that follows the thickness

**Question.** Suppose the etch is fastest where the oxide is thickest, so that $b=a$ at every site, with $a$ still running from 0.95 to 1.05. The overetch and the silicon limit are unchanged. What selectivity is needed?

**Solution.** Every site now clears at the same moment, because

$$t_c=\frac{a}{b}\,t_0=t_0=60\ \text{s}.$$

The total time is $(1+\Delta)t_0=66$ s, and all silicon is exposed for $\Delta t_0=6$ s. The loss at a site is

$$\ell=\frac{b v}{S}\,\Delta\,t_0=\frac{b\,\Delta\,h}{S}.$$

It is largest at the fastest site, $b=1+\varphi$, so

$$S_{\text{req}}=\frac{h}{W}(1+\varphi)\Delta=100\times1.05\times0.10=10.5.$$

The ranges of thickness and rate are the same as in the main problem, yet the requirement is smaller by a factor of about three. The reduction comes from the spread of the clearing time $a/b$, which vanishes here and which the two separate ranges do not fix. The local rate still enters the loss, as the factor 1.05 shows. The worst site has also moved: it is now the one with the thickest oxide. Where a deposition tool leaves a repeatable thickness profile, an etch profile of the same shape relaxes the selectivity, and one of opposite shape that spans the full range leads back to the worst case.

## Variation 2: the protective film needs time to form

**Question.** The main problem took the silicon rate to be low from the first moment of exposure. Suppose instead that freshly exposed silicon carries no fluorocarbon film and etches as fast as oxide at that site, at $R_0=(1+\varphi)v=8.75$ nm/s. The film thickness then grows as

$$x(t)=x_s\left(1-e^{-t/\tau}\right),$$

and the silicon rate falls with film thickness as $R_0e^{-x/\lambda}$, where $\lambda$ is a constant length. Let $S$ now denote the selectivity reached in the steady state. Keep the exposure time at $T=18.66$ s. What $S$ is needed for $\tau=0.5$ s and for $\tau=1$ s?

**Solution.** In the steady state the silicon rate is $R=R_0e^{-x_s/\lambda}$, and by definition $R=R_0/S$. Hence $x_s/\lambda=\ln S$, which we call $L$. The rate at time $t$ after exposure is

$$R_0\,e^{-L(1-e^{-t/\tau})}=R_0e^{-L}\,e^{L e^{-t/\tau}}=R\,e^{L e^{-t/\tau}}.$$

Integrate this from 0 to $T$ with the substitution $u=Le^{-t/\tau}$. Then $du=-(u/\tau)\,dt$, so $dt=-\tau\,du/u$. The minus sign is absorbed by exchanging the limits:

$$\ell=R\tau\int_{Le^{-T/\tau}}^{L}\frac{e^u}{u}\,du=R\tau\left[\mathrm{Ei}(L)-\mathrm{Ei}\!\left(Le^{-T/\tau}\right)\right].$$

Here $\mathrm{Ei}$ is the exponential integral, whose derivative is $e^u/u$. To read the result, split the integrand as $e^u/u=1/u+(e^u-1)/u$. The first part integrates to $\ln L-\ln(Le^{-T/\tau})=T/\tau$. For $T\gg\tau$ the lower limit of the second part may be set to zero, because its integrand stays finite there. Thus

$$\ell\approx RT+R\tau\int_0^L\frac{e^u-1}{u}\,du.$$

The first term is the steady loss of the main problem. The second is the silicon lost while the film forms.

At $S=32.66$ the steady loss is 5 nm by construction. The full loss is 6.60 nm for $\tau=0.5$ s and 8.21 nm for $\tau=1$ s. The excess, 1.60 nm and 3.21 nm, is proportional to $\tau$ within rounding, as the second term requires.

A larger $S$ means a larger $L$, which lowers the silicon rate at every $t>0$. The loss therefore falls steadily with $S$, and there is a single value at which it equals 5 nm. Solving numerically gives

$$S=46.3\quad(\tau=0.5\ \text{s}),\qquad S=70.0\quad(\tau=1\ \text{s}).$$

Simple scaling of the first case would have suggested $32.66\times6.60/5=43.1$. The true requirement is higher because the initial loss falls more slowly than $1/S$: its prefactor $R\tau=R_0\tau/S$ does fall in that way, but the integral grows with $L=\ln S$.

The build-up times are rough assumptions, and the start without any film makes this an upper estimate within the model, since some film may already be present when the oxide clears. Within this model, a delay of one second in an exposure of nearly nineteen doubles the required steady selectivity. The size of the effect depends strongly on the assumptions, which are not measured here. If the rate fell as $R_0/(1+x/\lambda)$, the loss would be about $R(T+\tau\ln S)$ and $\tau=1$ s would require only $S\approx39$. With the exponential law, half the film present at the start gives about 38, and bare silicon etching twice as fast as oxide gives about 145. A selectivity measured in a long etch of bare silicon averages over this initial loss and can hide it, although a limit of 5 nm is sensitive to it.

The numerical output below lists the values used here.

## Calculated quantities

```
Nominal oxide thickness: 500 nm
Allowed silicon loss: 5 nm
Thickness half-range: 5 %
Rate half-range: 5 %
Overetch after last clearing: 10 %
Nominal oxide rate (rough): 500 nm/min
Nominal clearing time: 60.00 s
First clearing time: 54.29 s
Last clearing time: 66.32 s
Total etch time: 72.95 s
Longest silicon exposure: 18.66 s
Bracket in the formula: 0.3266 (no unit)
Oxide-equivalent overetch: 163.3 nm
Required selectivity, formula: 32.66 (no unit)
Required selectivity, time steps: 32.66 (no unit)
Same at 0.7 of the oxide rate: 32.65 (no unit)
Largest silicon rate allowed: 16.08 nm/min
Silicon loss at S = 30: 5.44 nm
Silicon loss at S = 33: 4.95 nm
First-order selectivity: 30.00 (no unit)
Second-order selectivity: 32.50 (no unit)
S, overetch alone: 10.00 (no unit)
S, nonuniformity alone: 21.05 (no unit)
S, uniform silicon rate: 31.10 (no unit)
S, overetch 10 % of nominal time: 31.55 (no unit)
S, total of 1.1 nominal times: 20.50 (no unit)
Oxide left by that shorter etch: 2.50 nm
S, rate follows thickness: 10.50 (no unit)
Random wafers: 20000, sites each: 49
S, median random wafer: 28.56 (no unit)
S, worst random wafer: 32.46 (no unit)
Film build-up time (rough): 0.5 s
  silicon loss at formula S: 6.60 nm
  selectivity then required: 46.3 (no unit)
Film build-up time (rough): 1.0 s
  silicon loss at formula S: 8.21 nm
  selectivity then required: 70.0 (no unit)
Narrow-hole slowing (rough): 10 %
  selectivity then required: 46.8 (no unit)
Later oxide growth (rough): 2.0 nm
  silicon consumed per oxide thickness: 0.441 (no unit)
  silicon consumed: 0.88 nm
  selectivity then required: 39.7 (no unit)
Local selectivity deficit (rough): 10 %
  wafer selectivity then required: 36.3 (no unit)
```
